# From Luttinger Parameters to the Hole-Band Coefficients A, B and C: verification in Python

```python
"""Luttinger parameters (g1, g2, g3) to Dresselhaus-Kip-Kittel A, B, C.

Result under test, electron energy, unit hbar^2/(2 m0):
  E = A k^2 +- sqrt(B^2 k^4 + C^2 S),  S = kx^2 ky^2 + ky^2 kz^2 + kz^2 kx^2
  A = -g1,  B = -2 g2,  C^2 = 12 (g3^2 - g2^2)
L, M, N are the constants of the orbital matrix in the basis X, Y, Z, with
the free-electron term k^2 written separately.  delta is the spin-orbit
splitting.  J are spin-3/2 matrices, l are orbital l=1 matrices.
"""
import itertools
import numpy as np
from scipy import constants as const

rng = np.random.default_rng(7)
R = const.hbar**2 / (2 * const.m_e) / const.e * 1e18      # eV nm^2
KT = const.k * 300 / const.e                              # eV
PAIRS = [(0, 1), (1, 2), (2, 0)]

# orbital l=1 matrices in the real basis, Pauli matrices, spin-orbit operator
eps = np.zeros((3, 3, 3))
for a, b, c in [(0, 1, 2), (1, 2, 0), (2, 0, 1)]:
    eps[a, b, c], eps[a, c, b] = 1, -1
l = -1j * eps
sig = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
I2 = np.eye(2)
l_dot_sigma = sum(np.kron(l[a], sig[a]) for a in range(3))
w, v = np.linalg.eigh(l_dot_sigma)
V = v[:, w > 0]                                           # J = 3/2 states

# standard spin-3/2 matrices, ordered mJ = 3/2, 1/2, -1/2, -3/2
m = np.array([1.5, 0.5, -0.5, -1.5])
Jp = np.diag(np.sqrt(3.75 - m[1:] * (m[1:] + 1)), 1)
J = np.array([(Jp + Jp.T) / 2, (Jp - Jp.T) / 2j, np.diag(m)])


def anti(a, b):
    return a @ b + b @ a


def orbital(k, L, M, N):
    k = np.asarray(k, float)
    k2 = k @ k
    h = N * np.outer(k, k)
    np.fill_diagonal(h, k2 + L * k**2 + M * (k2 - k**2))
    return h


def luttinger(k, g, Jm):
    k = np.asarray(k, float)
    one = np.eye(4)
    h = -g[0] * (k @ k) * one
    for i in range(3):
        h = h + 2 * g[1] * k[i]**2 * (Jm[i] @ Jm[i] - 1.25 * one)
    for i, j in PAIRS:
        h = h + 2 * g[2] * k[i] * k[j] * anti(Jm[i], Jm[j])
    return h


def abc2(g):
    return -g[0], -2 * g[1], 12 * (g[2]**2 - g[1]**2)


def lmn(g):
    return -g[0] - 1 - 4 * g[1], -g[0] - 1 + 2 * g[1], -6 * g[2]


def dispersion(k, A, B, C2):
    k2 = k @ k
    S = sum(k[i]**2 * k[j]**2 for i, j in PAIRS)
    root = np.sqrt(B**2 * k2**2 + C2 * S)
    return np.array([A * k2 - root] * 2 + [A * k2 + root] * 2)


def six_band(k, g, delta):
    """Electron energies in eV, k in 1/nm, zero at the J=3/2 edge."""
    h = R * np.kron(orbital(k, *lmn(g)), I2)
    h = h + delta / 3 * (l_dot_sigma - np.eye(6))
    return np.linalg.eigvalsh(h)


# symmetry: number of k^2 constants allowed by the tetrahedral group
counts, odd_counts = [], []
for perm in itertools.permutations(range(3)):
    for s in itertools.product([1, -1], repeat=3):
        if np.prod(s) == 1:
            rot = np.diag(s) @ np.eye(3)[list(perm)]
            t1, t2 = np.trace(rot), np.trace(rot @ rot)
            counts.append(((t1**2 + t2) / 2)**2)
            odd_counts.append((t1**2 + t2) * (t1**2 - t2) / 4)
n_constants = np.mean(counts)
assert len(counts) == 24 and abs(n_constants - 3) < 1e-12
assert abs(np.mean(odd_counts)) < 1e-12    # no antisymmetric orbital term

# operator identities for l=1 and their projection on J=3/2
for i in range(3):
    unit = np.zeros((3, 3))
    unit[i, i] = 1
    assert np.allclose(unit, np.eye(3) - l[i] @ l[i])
for i, j in PAIRS:
    swap = np.zeros((3, 3))
    swap[i, j] = swap[j, i] = 1
    assert np.allclose(swap, -anti(l[i], l[j]))
Jproj = np.array([V.conj().T @ (np.kron(l[a], I2)
                  + np.kron(np.eye(3), sig[a]) / 2) @ V for a in range(3)])
for i in range(3):
    for j in range(3):
        d = float(i == j)
        left = V.conj().T @ np.kron(anti(l[i], l[j])
                                    - 4 / 3 * d * np.eye(3), I2) @ V
        right = (anti(Jproj[i], Jproj[j]) - 2.5 * d * np.eye(4)) / 3
        assert np.allclose(left, right)

# five anticommuting matrices of unit square
G = [anti(J[1], J[2]) / 3**.5, anti(J[2], J[0]) / 3**.5,
     anti(J[0], J[1]) / 3**.5, (J[0] @ J[0] - J[1] @ J[1]) / 3**.5,
     J[2] @ J[2] - 1.25 * np.eye(4)]
for i in range(5):
    for j in range(5):
        assert np.allclose(anti(G[i], G[j]), 2 * (i == j) * np.eye(4))

# signed map L,M,N -> g1,g2,g3 as operators, and the A,B,C dispersion
negative_C2 = 0
for _ in range(200):
    L, M, N = rng.normal(size=3) * 5
    k = rng.normal(size=3)
    g = (-1 - (L + 2 * M) / 3, -(L - M) / 6, -N / 6)
    assert np.allclose(lmn(g), (L, M, N))
    projected = V.conj().T @ np.kron(orbital(k, L, M, N), I2) @ V
    assert np.allclose(projected, luttinger(k, g, Jproj))
    A, B, C2 = abc2(g)
    negative_C2 += C2 < 0
    assert np.allclose(np.linalg.eigvalsh(projected),
                       dispersion(k, A, B, C2), atol=1e-9)
    assert np.allclose(np.linalg.eigvalsh(luttinger(k, g, J)),
                       dispersion(k, A, B, C2), atol=1e-9)
    flipped = (g[0], -g[1], g[2])
    assert np.allclose(np.linalg.eigvalsh(luttinger(k, flipped, J)),
                       np.linalg.eigvalsh(luttinger(k, g, J)), atol=1e-9)
    hz = luttinger([0, 0, 1], g, J).real
    assert np.isclose((hz[1, 1] - hz[0, 0]) / 2, (L - M) / 3)
    assert np.isclose(hz[0, 0], A - B) and np.isclose(hz[1, 1], A + B)
assert negative_C2 > 0                     # the case of imaginary C was met

dirs = {"001": np.array([0, 0, 1.]),
        "110": np.array([1, 1, 0.]) / 2**.5,
        "111": np.array([1, 1, 1.]) / 3**.5}
# rough typical inputs: g1, g2, g3, delta (eV), direct gap (eV)
materials = {"Si": ((4.3, 0.34, 1.45), 0.044, 3.4),
             "Ge": ((13.4, 4.2, 5.7), 0.29, 0.8)}

print(f"hbar^2/(2 m0) = {R:.5f} eV nm^2; kT(300 K) = {KT*1e3:.2f} meV")
print(f"constants allowed by symmetry at order k^2: {n_constants:.0f}")
for name, (g, delta, gap) in materials.items():
    A, B, C2 = abc2(g)
    L, M, N = lmn(g)
    # A, |B|, C^2 extracted from diagonalization along two directions only
    e001 = np.linalg.eigvalsh(luttinger(dirs["001"], g, J))
    e111 = np.linalg.eigvalsh(luttinger(dirs["111"], g, J))
    A_num, B_abs = (e001[3] + e001[0]) / 2, (e001[3] - e001[0]) / 2
    C2_num = 3 * (((e111[3] - e111[0]) / 2)**2 - B_abs**2)
    assert np.allclose([A_num, B_abs, C2_num], [A, abs(B), C2])
    g3_back = np.sqrt(B_abs**2 / 4 + C2_num / 12)
    assert np.isclose(g3_back, g[2])
    assert np.allclose([A - 1 + 2 * B, A - 1 - B], [L, M])
    # smallest downward curvature over the sphere
    samples = rng.normal(size=(1500, 3))
    samples /= np.linalg.norm(samples, axis=1)[:, None]
    heavy = [-np.linalg.eigvalsh(luttinger(q, g, J))[3] for q in samples]
    bound = g[0] - 2 * max(abs(g[1]), abs(g[2]))
    assert bound > 0 and min(heavy) >= bound - 1e-10
    assert min(heavy) < bound * 1.03       # random directions come close
    # split-off coupling: error of the four-band energies falls as 1/delta
    q = np.array([0.2, 0.11, 0.27])
    e4 = R * np.linalg.eigvalsh(luttinger(q, g, J))
    err = [np.max(np.abs(six_band(q, g, D)[2:] - e4)) for D in (20, 40)]
    assert abs(err[0] / err[1] - 2) < 0.02
    ks = 0.02
    shift = six_band([0, 0, ks], g, delta)[3] + (g[0] + 2*g[1]) * R * ks**2
    assert abs(shift / (8 * g[1]**2 * (R * ks**2)**2 / delta) - 1) < 0.01

    print(f"{name} rough input: g1 = {g[0]}, g2 = {g[1]}, g3 = {g[2]}")
    print(f"{name} rough input: delta = {delta} eV, direct gap = {gap} eV")
    print(f"{name} A = {A:.2f}, B = {B:.2f} (hbar^2/2m0)")
    print(f"{name} C^2 = {C2:.2f} (hbar^2/2m0)^2, |C| = {C2**.5:.2f}")
    print(f"{name} L = {L:.2f}, M = {M:.2f}, N = {N:.2f} (hbar^2/2m0)")
    print(f"{name} g3 recovered from A, B, C = {g3_back:.3f}")
    print(f"{name} with B sign reversed: L = {A-1-2*B:.2f}, M = {A-1+B:.2f}")
    for d, n in dirs.items():
        e = -np.linalg.eigvalsh(luttinger(n, g, J))
        print(f"{name} [{d}] masses: heavy {1/e[3]:.3f}, "
              f"light {1/e[0]:.3f} m0")
    for d, n in dirs.items():
        e = -np.linalg.eigvalsh(luttinger(n, g, J))
        kh, kl = np.sqrt(KT / (R * e[3])), np.sqrt(KT / (R * e[0]))
        Eh = -six_band(kh * n, g, delta)[5]
        El = -six_band(kl * n, g, delta)[3]
        print(f"{name} [{d}] k at kT: heavy {kh:.3f}, light {kl:.3f} 1/nm")
        print(f"{name} [{d}] six-band hole energy there: "
              f"heavy {Eh*1e3:.2f}, light {El*1e3:.2f} meV")
    print(f"{name} remote-band measure kT/gap = {100*KT/gap:.1f} %")

# effect of the sign of B once the split-off band is kept
g, delta, _ = materials["Si"]
k0 = 0.5
kvec = np.array([0, 0, k0])
four = R * np.linalg.eigvalsh(luttinger(kvec, g, J))
print(f"Si sign test at k = {k0} 1/nm along [001]")
print(f"four-band hole energy: heavy {-four[3]*1e3:.2f}, "
      f"light {-four[0]*1e3:.2f} meV")
shifts = {}
for label, gg in (("B < 0", g), ("B > 0", (g[0], -g[1], g[2]))):
    six = six_band(kvec, gg, delta)
    shifts[label] = (six[5] - four[3], six[3] - four[0])
    sh, sl = [abs(x) if abs(x) < 1e-12 else x for x in shifts[label]]
    print(f"{label}: upward electron shift heavy {sh*1e3:.2f}, "
          f"light {sl*1e3:.2f} meV")
assert abs(shifts["B < 0"][0]) < 1e-12 and shifts["B < 0"][1] > 1e-4
assert abs(shifts["B > 0"][1]) < 1e-12 and shifts["B > 0"][0] > 1e-4
print("success")
```

Output:

```
hbar^2/(2 m0) = 0.03810 eV nm^2; kT(300 K) = 25.85 meV
constants allowed by symmetry at order k^2: 3
Si rough input: g1 = 4.3, g2 = 0.34, g3 = 1.45
Si rough input: delta = 0.044 eV, direct gap = 3.4 eV
Si A = -4.30, B = -0.68 (hbar^2/2m0)
Si C^2 = 23.84 (hbar^2/2m0)^2, |C| = 4.88
Si L = -6.66, M = -4.62, N = -8.70 (hbar^2/2m0)
Si g3 recovered from A, B, C = 1.450
Si with B sign reversed: L = -3.94, M = -5.98
Si [001] masses: heavy 0.276, light 0.201 m0
Si [110] masses: heavy 0.566, light 0.146 m0
Si [111] masses: heavy 0.714, light 0.139 m0
Si [001] k at kT: heavy 0.433, light 0.369 1/nm
Si [001] six-band hole energy there: heavy 25.85, light 25.25 meV
Si [110] k at kT: heavy 0.620, light 0.315 1/nm
Si [110] six-band hole energy there: heavy 14.02, light 22.73 meV
Si [111] k at kT: heavy 0.696, light 0.307 1/nm
Si [111] six-band hole energy there: heavy 25.85, light 20.31 meV
Si remote-band measure kT/gap = 0.8 %
Ge rough input: g1 = 13.4, g2 = 4.2, g3 = 5.7
Ge rough input: delta = 0.29 eV, direct gap = 0.8 eV
Ge A = -13.40, B = -8.40 (hbar^2/2m0)
Ge C^2 = 178.20 (hbar^2/2m0)^2, |C| = 13.35
Ge L = -31.20, M = -6.00, N = -34.20 (hbar^2/2m0)
Ge g3 recovered from A, B, C = 5.700
Ge with B sign reversed: L = 2.40, M = -22.80
Ge [001] masses: heavy 0.200, light 0.046 m0
Ge [110] masses: heavy 0.374, light 0.041 m0
Ge [111] masses: heavy 0.500, light 0.040 m0
Ge [001] k at kT: heavy 0.368, light 0.176 1/nm
Ge [001] six-band hole energy there: heavy 25.85, light 25.15 meV
Ge [110] k at kT: heavy 0.504, light 0.168 1/nm
Ge [110] six-band hole energy there: heavy 23.47, light 24.94 meV
Ge [111] k at kT: heavy 0.582, light 0.165 1/nm
Ge [111] six-band hole energy there: heavy 25.85, light 24.84 meV
Ge remote-band measure kT/gap = 3.2 %
Si sign test at k = 0.5 1/nm along [001]
four-band hole energy: heavy 34.48, light 47.43 meV
B < 0: upward electron shift heavy 0.00, light 2.12 meV
B > 0: upward electron shift heavy 1.61, light 0.00 meV
success
```
